# The Haken Potential and the Intra-1s Fröhlich Form Factor: test program

```python
"""Haken electron-hole potential and the Froehlich form factor of a 1s exciton.

Result under test, with k = e^2/(4 pi vacuum permittivity),
1/eps_star = 1/eps_inf - 1/eps_0 and l_i = sqrt(hbar/(2 m_i omega)):
  V_H(r) = -(k/r) [1/eps_0 + (exp(-r/l_e) + exp(-r/l_h))/(2 eps_star)]
  G(q)   = F(m_h q/M) - F(m_e q/M),  F(p) = 1/(1 + (p a/2)^2)^2,
where a is the 1s radius, M = m_e + m_h, and G = 0 for equal masses.
The Haken shift is also compared with the complete one-phonon second-order
shift of a hydrogenic 1s pair, including all intermediate pair states.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal, solveh_banded
from scipy.optimize import minimize_scalar
from scipy.special import spherical_jn

# Model parameters: energies in meV, lengths in nm, masses in free-electron masses
eps_inf, eps_0, phonon = 6.0, 9.0, 30.0
m_e, m_h = 0.1, 0.4
k_coul = const.e / (4 * np.pi * const.epsilon_0) * 1e12
kin_free = const.hbar**2 / (2 * const.m_e) / const.e * 1e21
inv_star = 1 / eps_inf - 1 / eps_0
l_e = np.sqrt(kin_free / (m_e * phonon))
l_h = np.sqrt(kin_free / (m_h * phonon))
alpha_e = k_coul * inv_star / (2 * l_e * phonon)
alpha_h = k_coul * inv_star / (2 * l_h * phonon)
kin_rel = kin_free * (1 / m_e + 1 / m_h)


def inverse_screening(r):
    return 1 / eps_0 + inv_star * (np.exp(-r / l_e) + np.exp(-r / l_h)) / 2


def haken(r):
    return -k_coul / r * inverse_screening(r)


# Displaced oscillator: diagonalization against the energy -g^2/(hbar omega)
g_test = 0.4
ladder = np.diag(np.sqrt(np.arange(1, 35)), 1)
h_osc = ladder.T @ ladder + g_test * (ladder + ladder.T)
assert abs(np.linalg.eigvalsh(h_osc)[0] + g_test**2) < 1e-9

# Phonon-mediated repulsion by direct Fourier quadrature
def fourier_repulsion(r, length):
    cut = 1 / length
    low = quad(lambda q: np.sinc(q * r / np.pi) / (1 + (length * q)**2),
               0, cut)[0]
    high = quad(lambda q: 1 / (q * r * (1 + (length * q)**2)),
                cut, np.inf, weight='sin', wvar=r)[0]
    return 2 / np.pi * (low + high)


fourier_error = 0.0
for r in (1.0, 4.0, 12.0):
    numeric = -k_coul / (eps_inf * r) + k_coul * inv_star / 2 * (
        fourier_repulsion(r, l_e) + fourier_repulsion(r, l_h))
    fourier_error = max(fourier_error, abs(numeric / haken(r) - 1))
assert fourier_error < 1e-6

# Self-energies by quadrature, and their cancellation at contact
for length, alpha in ((l_e, alpha_e), (l_h, alpha_h)):
    self_int = quad(lambda q: 1 / (1 + (length * q)**2), 0, np.inf)[0]
    assert abs(k_coul * inv_star / np.pi * self_int / (alpha * phonon) - 1) < 1e-7
r_small = 1e-4
contact = haken(r_small) + k_coul / (eps_inf * r_small)
self_sum = (alpha_e + alpha_h) * phonon
assert abs(contact / self_sum - 1) < 1e-3
assert abs(haken(100.0) * eps_0 * 100.0 / k_coul + 1) < 1e-6


# Radial finite-difference ground states
def ground_energy(potential):
    n, r_max = 6000, 120.0
    dr = r_max / (n + 1)
    r = dr * np.arange(1, n + 1)
    diag = 2 * kin_rel / dr**2 + potential(r)
    off = np.full(n - 1, -kin_rel / dr**2)
    return eigh_tridiagonal(diag, off, eigvals_only=True,
                            select='i', select_range=(0, 0))[0]


def coulomb_binding(eps):
    return (k_coul / eps)**2 / (4 * kin_rel)


for eps in (eps_inf, eps_0):
    e_num = ground_energy(lambda r: -k_coul / (eps * r))
    assert abs(-e_num / coulomb_binding(eps) - 1) < 1e-3
e_haken = ground_energy(haken)
assert coulomb_binding(eps_0) < -e_haken < coulomb_binding(eps_inf)


def trial_energy(a):
    yukawa = sum(4 / (a * (2 + a / x)**2) for x in (l_e, l_h)) / 2
    return kin_rel / a**2 - k_coul * (1 / (eps_0 * a) + inv_star * yukawa)


best = minimize_scalar(trial_energy, bounds=(1.0, 30.0), method='bounded')
a_ex, e_trial = best.x, best.fun
trial_quad = kin_rel / a_ex**2 + quad(
    lambda r: 4 * r**2 / a_ex**3 * np.exp(-2 * r / a_ex) * haken(r),
    0, 40 * a_ex, limit=200)[0]
assert abs(trial_quad / e_trial - 1) < 1e-6
assert e_haken - 1e-3 <= e_trial < 0.95 * e_haken

# Form factors from wave functions on a two-dimensional quadrature grid
xr, wr = np.polynomial.legendre.leggauss(240)
xc, wc = np.polynomial.legendre.leggauss(80)
rad = 15 * a_ex * (xr + 1)[:, None]
cosine = xc[None, :]
weight = 2 * np.pi * rad**2 * 15 * a_ex * wr[:, None] * wc[None, :]
psi_1s = np.exp(-rad / a_ex) / np.sqrt(np.pi * a_ex**3) + 0 * cosine
psi_2p = (rad * cosine * np.exp(-rad / (2 * a_ex))
          / (4 * np.sqrt(2 * np.pi) * a_ex**2.5))
psi_pol = (psi_1s + 0.3 * psi_2p) / np.sqrt(1.09)


def pair_element(final, initial, q, me, mh):
    z = rad * cosine
    total = me + mh
    rho = np.exp(1j * q * mh / total * z) - np.exp(-1j * q * me / total * z)
    return np.sum(weight * final * initial * rho)


def density_ft(p, a):
    return 1 / (1 + (p * a / 2)**2)**2


def form_factor(q, me, mh, a):
    total = me + mh
    return density_ft(mh * q / total, a) - density_ft(me * q / total, a)


for x in (0.3, 1.0, 3.0):
    q = x / a_ex
    direct = pair_element(psi_1s, psi_1s, q, m_e, m_h)
    assert abs(direct - form_factor(q, m_e, m_h, a_ex)) < 1e-8
    assert abs(pair_element(psi_1s, psi_1s, q, 0.2, 0.2)) < 1e-10
q_unit = 1 / a_ex
g_actual = pair_element(psi_1s, psi_1s, q_unit, m_e, m_h).real
g_equal = abs(pair_element(psi_1s, psi_1s, q_unit, 0.2, 0.2))
g_2p = abs(pair_element(psi_2p, psi_1s, q_unit, 0.2, 0.2))
g_pol = abs(pair_element(psi_pol, psi_pol, q_unit, 0.2, 0.2))
assert g_2p > 0.1 and g_pol > 0.05
q_tiny = 0.01 / a_ex
dipole = abs(pair_element(psi_2p, psi_1s, q_tiny, 0.2, 0.2)) / 0.01
assert abs(dipole / (128 * np.sqrt(2) / 243) - 1) < 1e-3
small_q = pair_element(psi_1s, psi_1s, q_tiny, m_e, m_h).real
assert abs(small_q / (-0.5e-4 * (m_h - m_e) / (m_h + m_e)) - 1) < 1e-3
rho_square = np.abs(np.exp(0.5j * q_unit * rad * cosine)
                    - np.exp(-0.5j * q_unit * rad * cosine))**2
strength = np.sum(weight * psi_1s**2 * rho_square)
assert abs(strength - 2 * (1 - density_ft(q_unit, a_ex))) < 1e-8
q_grid = np.linspace(0.01, 10, 4000) / a_ex
g_grid = np.abs(form_factor(q_grid, m_e, m_h, a_ex))
i_peak = np.argmax(g_grid)

# Mean recoil and mean drift in a 1s state; lengths in units of its radius
q_rec = 1.3
recoil = q_rec**2 * quad(lambda r: 4 * r**2 * np.exp(-2 * r)
                         * spherical_jn(0, q_rec * r), 0, 40)[0]
drift = 2 * q_rec * quad(lambda r: -4 * r**2 * np.exp(-2 * r)
                         * spherical_jn(1, q_rec * r), 0, 40)[0]
assert abs(recoil + drift) < 1e-7


# Complete one-phonon shift of a hydrogenic 1s state.
# Units: phonon energy 1, electron polaron length 1, hole length lh.
# Shifts are per k/(eps_star l_e). Partial waves give the pair resolvent.
def complete_shift(a, lh):
    kin = 1 + lh**2
    centre = lh**2 / kin
    share_h, share_e = 1 / kin, lh**2 / kin
    n = 900
    dr = a / 100
    r = dr * np.arange(1, n + 1)
    u0 = 2 * a**-1.5 * r * np.exp(-r / a)
    nodes, weights = np.polynomial.legendre.leggauss(24)
    q_max = 24 / a
    band = np.zeros((2, n))
    band[0, 1:] = -kin / dr**2
    integral = 0.0
    for q, w in zip(q_max * (nodes + 1) / 2, q_max * weights / 2):
        base = (1 + centre * q**2 + kin / a**2 + 2 * kin / dr**2
                - 2 * kin / (a * r))
        total = 0.0
        equal = lh == 1
        for ell in range(1 if equal else 0, 220, 2 if equal else 1):
            if equal:
                source = 2 * u0 * spherical_jn(ell, q * r / 2)
            else:
                source = u0 * (spherical_jn(ell, share_h * q * r)
                               - (-1)**ell * spherical_jn(ell, share_e * q * r))
            band[1] = base + kin * ell * (ell + 1) / r**2
            answer = solveh_banded(band, source, check_finite=False)
            term = (2 * ell + 1) * dr * np.dot(source, answer)
            total += term
            if ell > 4 and term < 1e-7 * total:
                break
        integral += w * total
    # Beyond q_max the two particles respond independently
    tail = sum((np.pi / 2 - np.arctan(x * q_max)) / x for x in (1.0, lh))
    return -(integral + tail) / np.pi


def haken_shift(a, lh):
    return sum(-1 / x + 1 / a - 4 / (a * (2 + a / x)**2)
               for x in (1.0, lh)) / 2


def static_shift(a, lh):
    return -(1 + 1 / lh) / 2 + 1 / a


shift_rows = []
for a, lh in ((0.5, 1.0), (2.0, 1.0), (8.0, 1.0), (8.0, 0.5)):
    full = complete_shift(a, lh)
    shift_rows.append((a, lh, full, haken_shift(a, lh), static_shift(a, lh)))
    assert full < 0
    if a == 8.0:
        interaction = haken_shift(a, lh) + (1 + 1 / lh) / 2
        assert abs(full - haken_shift(a, lh)) < 0.08 * interaction
    if a == 0.5:
        assert abs(full - haken_shift(a, lh)) < abs(full - static_shift(a, lh))

# Part of the last shift that comes from intra-1s processes alone
mass_ratio = 1 / 0.5**2
intra = -quad(lambda q: form_factor(q, 1.0, mass_ratio, 8.0)**2
              / (1 + q**2 / (1 + mass_ratio)), 0, np.inf, limit=200)[0] / np.pi
assert shift_rows[-1][2] < intra < 0

print(f"eps_inf = {eps_inf:.1f}, eps_0 = {eps_0:.1f} (dimensionless)")
print(f"1/eps_star = {inv_star:.5f} (dimensionless)")
print(f"phonon energy = {phonon:.1f} meV")
print(f"m_e = {m_e:.2f}, m_h = {m_h:.2f} free-electron masses")
print(f"k = e^2/(4 pi vacuum permittivity) = {k_coul:.3f} meV nm")
print(f"hbar^2/(2 reduced mass) = {kin_rel:.3f} meV nm^2")
print(f"polaron lengths: l_e = {l_e:.4f} nm, l_h = {l_h:.4f} nm")
print(f"coupling constants: alpha_e = {alpha_e:.4f}, alpha_h = {alpha_h:.4f}")
print(f"sum of self-energy magnitudes = {self_sum:.3f} meV")
print(f"contact constant of V_H at r = 0.0001 nm: {contact:.3f} meV")
print(f"largest relative Fourier-test error = {fourier_error:.1e}")
for r in (0.5, 2.0, 5.0, 10.0, 20.0):
    print(f"r = {r:4.1f} nm: V_H = {haken(r):9.3f} meV, "
          f"eps_eff = {1 / inverse_screening(r):.4f}")
print(f"binding, Coulomb with eps_0   = {coulomb_binding(eps_0):.3f} meV")
print(f"binding, Haken, radial solve  = {-e_haken:.3f} meV")
print(f"binding, Haken, 1s trial      = {-e_trial:.3f} meV")
print(f"binding, Coulomb with eps_inf = {coulomb_binding(eps_inf):.3f} meV")
print(f"best 1s trial radius a = {a_ex:.4f} nm")
print(f"test wave number q = 1/a = {q_unit:.5f} nm^-1")
print(f"G(1/a), actual masses = {g_actual:.5f} (dimensionless)")
print(f"|G(1/a)|, equal masses = {g_equal:.1e} (dimensionless)")
print(f"peak |G| = {g_grid[i_peak]:.4f} at q = {q_grid[i_peak]:.4f} nm^-1")
print(f"equal masses, |1s-2p element| at q = 1/a: {g_2p:.5f}")
print(f"equal masses, polarised-state |G| at q = 1/a: {g_pol:.5f}")
print(f"equal masses, total strength at q = 1/a: {strength:.5f}")
print(f"small-q 1s-2p slope / a = {dipole:.5f} (dimensionless)")
print(f"mean recoil, q = 1.3/a: {recoil:.6f} (units 1/a^2)")
print(f"mean drift,  q = 1.3/a: {drift:.6f} (units 1/a^2)")
print("One-phonon 1s shifts in units of k/(eps_star l_e):")
for a, lh, full, hak, stat in shift_rows:
    print(f"a/l_e = {a:.1f}, l_h/l_e = {lh:.1f}: complete {full:.4f}, "
          f"Haken {hak:.4f}, static {stat:.4f}")
print(f"intra-1s part for the last row = {intra:.6f} (same units)")
print("success")
```

It prints:

```
eps_inf = 6.0, eps_0 = 9.0 (dimensionless)
1/eps_star = 0.05556 (dimensionless)
phonon energy = 30.0 meV
m_e = 0.10, m_h = 0.40 free-electron masses
k = e^2/(4 pi vacuum permittivity) = 1439.965 meV nm
hbar^2/(2 reduced mass) = 476.248 meV nm^2
polaron lengths: l_e = 3.5637 nm, l_h = 1.7818 nm
coupling constants: alpha_e = 0.3741, alpha_h = 0.7483
sum of self-energy magnitudes = 33.672 meV
contact constant of V_H at r = 0.0001 nm: 33.671 meV
largest relative Fourier-test error = 5.8e-11
r =  0.5 nm: V_H =  -449.942 meV, eps_eff = 6.4007
r =  2.0 nm: V_H =   -97.918 meV, eps_eff = 7.3529
r =  5.0 nm: V_H =   -34.449 meV, eps_eff = 8.3599
r = 10.0 nm: V_H =   -16.256 meV, eps_eff = 8.8581
r = 20.0 nm: V_H =    -8.007 meV, eps_eff = 8.9918
binding, Coulomb with eps_0   = 13.438 meV
binding, Haken, radial solve  = 17.202 meV
binding, Haken, 1s trial      = 17.156 meV
binding, Coulomb with eps_inf = 30.235 meV
best 1s trial radius a = 4.7187 nm
test wave number q = 1/a = 0.21192 nm^-1
G(1/a), actual masses = -0.23713 (dimensionless)
|G(1/a)|, equal masses = 2.9e-18 (dimensionless)
peak |G| = 0.6804 at q = 0.7115 nm^-1
equal masses, |1s-2p element| at q = 1/a: 0.54306
equal masses, polarised-state |G| at q = 1/a: 0.29893
equal masses, total strength at q = 1/a: 0.72000
small-q 1s-2p slope / a = 0.74491 (dimensionless)
mean recoil, q = 1.3/a: 0.835184 (units 1/a^2)
mean drift,  q = 1.3/a: -0.835184 (units 1/a^2)
One-phonon 1s shifts in units of k/(eps_star l_e):
a/l_e = 0.5, l_h/l_e = 1.0: complete -0.2087, Haken -0.2800, static 1.0000
a/l_e = 2.0, l_h/l_e = 1.0: complete -0.5892, Haken -0.6250, static -0.5000
a/l_e = 8.0, l_h/l_e = 1.0: complete -0.8782, Haken -0.8800, static -0.8750
a/l_e = 8.0, l_h/l_e = 0.5: complete -1.3770, Haken -1.3783, static -1.3750
intra-1s part for the last row = -0.090505 (same units)
success
```
